Why PBE can underestimate metal vacancy energies more than LDA

Q: I calculate the vacancy formation energy of a simple metal with LDA and with PBE. PBE gives the smaller value. I am told that the vacancy is an internal surface and that PBE is poor at surfaces. What exactly should I compare?

A: First fix what is held constant. Take the same ion positions, lattice constant, electron number and electron–ion potential in both calculations. If you use pseudopotentials, this means the same pseudopotential for both functionals. For each functional write the energy of a density n as

E_F[n] = G[n] + E_xc^F[n].

G contains the noninteracting kinetic energy, the Hartree energy and the energy in the external potential. It is the same for LDA and PBE. (With smoothed occupations, G also contains the electronic entropy term and E is a free energy; the argument is unchanged.) Define

D[n] = E_xc^PBE[n] − E_xc^LDA[n],
Δ = E_PBE[n_P] − E_LDA[n_L],

where n_P and n_L are the two self-consistent densities. Since n_P minimizes E_PBE,

E_PBE[n_P] ≤ E_PBE[n_L] = E_LDA[n_L] + D[n_L], hence Δ ≤ D[n_L].

Since n_L minimizes E_LDA,

E_LDA[n_L] ≤ E_LDA[n_P] = E_PBE[n_P] − D[n_P], hence Δ ≥ D[n_P].

Together,

D[n_P] ≤ Δ ≤ D[n_L].

The densities differ by an amount of first order in the change of functional, and D is itself of first order. The two limits therefore differ at second order. To leading order, one density is enough.

Q: That is the energy of the defective cell. What about the perfect crystal that I subtract?

A: In a real crystal it contributes its own D, because its density is not uniform. To isolate the vacancy, I use a host with uniform density n̄. PBE reduces to LDA when the gradient vanishes, so the host has D = 0 and Δ is the whole change of the formation energy.

The host is stabilized jellium: a uniform positive background with a constant potential w inside it. Let e(n) be the kinetic plus exchange-correlation energy per electron. Without w, the chemical potential is d(ne)/dn = e + n de/dn. The excess over e is pressure divided by density. I remove it by requiring

e + n̄ de/dn + w = e, so w = −n̄ de/dn at n = n̄.

The potential energy is counted as w times the electron density minus the background density, integrated over the background. It vanishes in the neutral uniform host. To make a vacancy, I remove a sphere of background holding Z electrons' worth of charge, and remove Z electrons too:

E_f = E_void(N) − N e(n̄).

N is the number of electrons left. There are no discrete ions in this model, and nothing relaxes except the electrons.

Q: Why should PBE lower the energy of the dip in density? Its exchange and correlation corrections have opposite signs.

A: They cancel at second order in the gradient, so the next order matters. In Hartree atomic units let k_F = (3π²n)^(1/3) and s = |∇n|/(2k_F n). LDA exchange per electron is ε_x = −3k_F/(4π). PBE multiplies it by

F_x = 1 + κ − κ/(1 + μs²/κ) = 1 + μs² − μ²s⁴/κ + …

The exchange correction per electron is therefore

−(3k_F/4π)μs² + (3k_F/4π)(μ²/κ)s⁴.

PBE adds to the correlation energy per electron

H = γ ln[1 + (β/γ)t²(1 + At²)/(1 + At² + A²t⁴)],

with t = |∇n|/(2k_s n) and k_s² = 4k_F/π. The fraction containing A differs from one by A²t⁴, so it first affects H at sixth order. Using ln(1 + x) = x − x²/2 + …,

H = βt² − β²t⁴/(2γ) + …

The ratio of the two gradient variables is t²/s² = k_F²/k_s² = πk_F/4. The second-order sum is then

(k_F s²/4)(πβ − 3μ/π) = 0,

because PBE sets μ = π²β/3. At fourth order the sum is

k_F s⁴[3μ²/(4πκ) − (β²/2γ)(π²/16)k_F].

PBE has κ = 0.804, β = 0.06672 and γ = 0.03109, hence μ = 0.2195. The bracket becomes approximately

0.0143 − 0.0442 k_F.

It is negative for k_F above about 0.32 bohr⁻¹, which means an electron-sphere radius r_s below about 5.9 bohr. In that range the positive correlation correction flattens off faster than the negative exchange correction, and the energy falls.

Q: And when the gradient is large, so that the expansion is useless?

A: Then use the opposite limit. As s → ∞, F_x → 1 + κ. The fraction in H multiplied by t² tends to 1/A. PBE defines A = (β/γ)/(exp(−ε_c/γ) − 1), with ε_c the LDA correlation energy per electron, so

H → γ ln[1 + β/(γA)] = γ ln[exp(−ε_c/γ)] = −ε_c.

PBE correlation is thus switched off, and the total change per electron tends to κε_x − ε_c. At r_s = 2.1 bohr, k_F = 1.919/2.1 = 0.914 bohr⁻¹, and κε_x is about −4.8 eV. The LDA correlation energy has a much smaller magnitude, ε_c = −1.19 eV at this density, so the limit is about −3.6 eV per electron. Both limits therefore have a negative sign at the host density. Neither limit gives the size for an actual vacancy; that needs a density profile.

Q: Before the vacancy, can we settle the flat surface? How is its exchange-correlation energy defined?

A: Take a neutral slab of area A_s and background thickness L. Its electron number is A_s n̄L. Remove the bulk contribution and divide by the two faces:

σ_xc = [E_xc/A_s − n̄L ε_xc(n̄)]/2.

LDA and PBE have the same ε_xc(n̄), so on one density their σ_xc differ by D/(2A_s).

To judge the functionals I also need a reference. Exchange can be evaluated from the occupied orbitals. For correlation, turn on the electron repulsion v by a factor λ from 0 to 1 while keeping the density fixed. The derivative of the kinetic plus repulsion energy with respect to λ is then the expectation value of v. Density fluctuations give that value through the response χ_λ at imaginary frequency iω. At λ = 0 it equals the Hartree plus exchange energy; subtracting this leaves the correlation energy,

E_c = −(1/2π) ∫₀^∞ dω ∫₀¹ dλ Tr[v(χ_λ − χ₀)].

The factor 1/2π is 1/2 for counting pairs times 1/π from the fluctuation relation. RPA takes χ_λ = (1 − λχ₀v)⁻¹χ₀. Since

d/dλ Tr ln(1 − λχ₀v) = −Tr[(1 − λχ₀v)⁻¹χ₀v],

the λ integral gives

E_c^RPA = (1/2π) ∫₀^∞ dω Tr[ln(1 − χ₀v) + χ₀v].

RPA describes close electron pairs poorly. I therefore keep its nonlocal part and let LDA supply the local part:

E_xc^ref = E_xc^LDA + (E_x^exact + E_c^RPA) − (E_x^LDA + E_c^local RPA).

The last term uses the RPA energy of the uniform gas at each local density. An RPA error that depends on the local density alone cancels. Nonlocal correlation beyond RPA is still missing, so this is a reference and not the exact answer.

Q: What does it give?

A: I take r_s = 2.1 bohr and average over four self-consistent slabs, 0.77 to 0.91 nm thick. All functionals are evaluated on the LDA densities. The surface energies are:

LDA: σ_xc = 2.348 J/m²
PBE: σ_xc = 2.248 J/m²
Reference: σ_xc = 2.392 J/m²

Relative to the reference, LDA is too low by 0.045 J/m² and PBE by 0.145 J/m². Across the four slabs the reference lies between 0.040 and 0.047 J/m² above LDA. That spread is small beside the 0.100 J/m² between LDA and PBE. It does not cover the full effect of thickness and numerical settings: the values for single slabs move by about 0.002 J/m² with basis and integration mesh, and in slabs of 1.5 to 1.6 nm the reference lies between about 0.04 and 0.05 J/m² above LDA, depending on those settings. The LDA error is therefore known only to about 0.01 J/m², but the order of the three values does not change.

Q: So PBE treats exchange at a surface worse than LDA does?

A: No. Split the numbers. The exchange surface energies are 2.116 J/m² in LDA, 1.532 J/m² in PBE and 1.722 J/m² from exact exchange. Subtracting these from the totals gives correlation parts of 0.232, 0.716 and 0.670 J/m². The errors relative to the reference are:

LDA: +0.394 (exchange) − 0.438 (correlation) = −0.045 J/m²
PBE: −0.190 (exchange) + 0.046 (correlation) = −0.145 J/m²

The sums use unrounded values. PBE is closer in each part and further away in the total. LDA benefits from a larger cancellation. The split has been computed for these thin slabs only, and I have not extrapolated exchange and correlation separately to infinite thickness.

Q: Then I multiply the surface error by the area of the vacancy?

A: That is the simplest estimate, and it can be tested for the difference between functionals. The removed sphere has volume Z/n̄, so

4πR³/3 = Z/n̄ = Z(4πr_s³/3), which gives R = Z^(1/3) r_s.

For Z = 3 this gives R = 0.160 nm and an area of 0.323 nm². The flat-surface estimate is

Δ_flat = 4πR²(σ_PBE − σ_LDA)
= (0.323 × 10⁻¹⁸ m²)(−0.100 J/m²)
= −3.23 × 10⁻²⁰ J = −0.20 eV.

For a very large void this should become the leading term, because each patch of its wall looks flat and curvature corrections are smaller by a factor of order 1/R. A single vacancy is far from that limit: R is comparable with the distance over which the electron density changes.

Q: How far does the direct calculation depart from it?

A: By a factor of six. I put one void in a periodic cube of side 0.651 nm. The cube has room for 16 atomic volumes, so 48 − 3 = 45 electrons remain. The results are:

E_f(LDA) = 1.041 eV
E_f(PBE) = 1.006 eV
Δ = −0.035 eV
D[n_L] = −0.034 eV

I keep the third decimal to show the difference; the formation energies themselves are not that accurate. The self-consistent Δ lies 0.0014 eV below D[n_L], on the side required by the inequality. Letting the density respond is a minor part of the effect.

The direct result is 17% of the flat-surface estimate. The sign survives, but the area law does not give the size.

Q: Does the difference at least come from the vacancy rather than from ripples throughout the cell?

A: Yes. The net contribution from within R + 2 bohr of the centre, or about 0.27 nm, accounts for the whole of D to the four decimals calculated. This region includes the interior and the rim. It does not separate one from the other.

The centre still holds roughly a tenth of the host density. Electrons spill into the hole from all sides, whereas outside a flat surface the density goes on falling towards zero. A plausible reason for the small ratio is that the void lacks much of the low-density, large-gradient region of a flat surface, while moderate gradients are subject to the cancellation derived above. I have not separated those contributions, so that explanation of the factor remains a conjecture.

Q: Can you make the hole larger and see whether the surface picture improves?

A: With twice the removed volume in the same cell, the area grows by 2^(2/3) = 1.59. The flat estimate becomes −0.32 eV and the direct D is −0.088 eV. The ratio rises from 17% to 27%. This is the direction expected if large voids approach the flat limit, but two sizes do not establish the limit, and the larger void is also closer to its periodic images.

Q: You have shown that PBE is below LDA. That does not yet show that PBE has the larger error for the vacancy.

A: Correct. Let E be the true formation energy in the model, L the LDA value and P the PBE value, with P < L. PBE has the larger absolute error when

(E − P)² > (E − L)².

Moving everything to one side and factoring gives

(L − P)(2E − L − P) > 0.

The first factor is positive, so the condition is

E > (L + P)/2 = L − 0.018 eV.

In this cell the midpoint is 1.023 eV, but that number moves with L, which is uncertain by about 0.02 eV. The offset from L is the meaningful part.

PBE is worse if the true model energy lies above the midpoint. If it also lies above L, both functionals underestimate and PBE does so by more. I have an RPA-based reference for the flat surface, but not for the void. Transferring the flat LDA error by area would put E above L by

(0.0445 J/m²)(0.323 nm²) = 0.09 eV.

We have just seen that such a transfer can be wrong by a large factor. It supports the sign and does not fix the correction.

Q: Is there any independent indication from the void itself?

A: The AM05 functional, which was designed with jellium surfaces in view, gives σ_xc = 2.382 J/m² on the same slabs, close to the reference. On the LDA density of the void it raises the energy by 0.19 eV relative to LDA. This again puts E above the midpoint if AM05 is trusted.

Its flat-surface estimate, however, is only +0.07 eV. The area law overstates the PBE shift by a factor of six and understates the AM05 shift by nearly a factor of three. Two functionals can thus have well-ordered surface energies and still respond differently to a small, curved, partly filled void. A correction equal to surface error times area is not reliable here, even though the sign is right in both cases.

Q: How would this enter an aluminium interconnect?

A: The chosen density and Z = 3 are roughly those of aluminium. The model's formation energy of about 1.0 eV is well above the measured value, which is roughly 0.7 eV. The model omits discrete ions and their relaxation, and I have not calculated how much each would change the result. The absolute energy is therefore not a prediction for aluminium.

Other limits can be given sizes. Sampling of electron states shifts the energy of the perfect cell by −0.08 eV relative to the finely sampled limit. The formation energy subtracts a host with the same sampling, which removes most of this error: using 10 × 10 × 10 sampling points instead of 4 × 4 × 4, at a fixed potential, lowers it by about 0.02 eV. Doubling the cell volume raises it by 0.01 to 0.02 eV. The occupations are smoothed over 0.27 eV, which lowers it by about 0.02 eV. An isolated void without smoothing has an LDA formation energy of 1.03 eV. I would therefore quote the formation energy only as about 1.0 eV. The PBE−LDA difference on one density is steadier: halving the cell volume changes it from −0.034 to −0.031 eV, and doubling the volume changes it by less than 0.001 eV. The output also lists a rise of 0.014 eV in the LDA formation energy for a 1% larger lattice constant, with the host stabilized again at its new density. Do not read this as a physical sensitivity. It comes from the smaller cell with coarse sampling, and with 8 × 8 × 8 or 12 × 12 × 12 points the rise is only 0.002 to 0.003 eV in that cell; for an isolated void without smoothing it is 0.006 eV. A small energy difference can be mostly sampling error. In a real metal, too, keep the lattice constant fixed: if you let each functional choose its own, you are no longer measuring Δ alone.

Q: Is a difference of 0.035 eV large enough to matter for electromigration?

A: For dilute vacancies in equilibrium, the concentration is proportional to exp(−E_f/k_BT) at fixed formation entropy. At 400 K, k_BT = 0.0345 eV, and

c_PBE/c_LDA = exp(0.0351/0.0345) = 2.8.

If atoms move through the grains by exchanging places with vacancies, their diffusivity contains this concentration as a factor. With the migration energy, entropy, effective charge, current density and temperature held fixed, the predicted electromigration drift also rises by a factor of 2.8. An entropy difference of one k_B would shift the free energy by one k_BT, which is as large as the functional difference.

A real line can break the condition that atoms move through the grains. Where atoms travel mainly along grain boundaries or interfaces, the bulk vacancy concentration does not set the drift, and this factor should not be applied to its lifetime.

Q: What would make the explanation fail in another metal?

A: Three things. The perfect crystal may have strong density gradients, for example around localized d electrons; the D subtracted for it can then be large and offset that of the vacancy cell. The ions may relax differently in the two functionals. Or the true energy may lie below the midpoint, in which case PBE is closer even though it is lower. To test the first, evaluate both functionals on the same density for the vacancy cell and for the perfect crystal, scale the latter to the same number of atoms, and subtract. That gives the first-order difference at fixed geometry. Deciding which functional is nearer the truth still needs a better calculation of the vacancy itself. The numerical output below gives the values used here, apart from the LDA correlation energy and those for denser sampling, the smoothing, the isolated void, the doubled cell volume and the thicker slabs.

Computed results

```
Electron-sphere radius rs: 2.10 bohr
Valence electrons per atom: 3
Host electron density: 174.0 nm^-3
Stabilizing potential: -2.3851 eV
Uniform RPA correlation: -1.6511 eV/electron
RPA calculated/fit ratio: 1.00004
Thinnest slab: 0.773 nm
Thickest slab: 0.910 nm
Surface energy, LDA exchange: 2.1158 J/m^2
Surface energy, PBE exchange: 1.5316 J/m^2
Surface energy, exact exchange: 1.7219 J/m^2
Surface energy, LDA xc: 2.3477 J/m^2
Surface energy, PBE xc: 2.2475 J/m^2
Surface energy, AM05 xc: 2.3822 J/m^2
Surface energy, RPA-based reference xc: 2.3922 J/m^2
Surface error, LDA-reference: -0.0445 J/m^2
Surface error, PBE-reference: -0.1447 J/m^2
Smallest reference-LDA over slabs: 0.0403 J/m^2
Largest reference-LDA over slabs: 0.0470 J/m^2
Vacancy cell side: 0.6510 nm
Vacancy radius: 0.1603 nm
Vacancy sphere area: 0.3228 nm^2
Density at void centre / host: 0.1050
Model formation energy, LDA: 1.0408 eV
Model formation energy, PBE: 1.0057 eV
PBE-LDA, self-consistent: -0.0351 eV
PBE-LDA, same density: -0.0337 eV
Second-order density response: -0.00140 eV
PBE-LDA share within void radius + 2 bohr: 1.0000
PBE-LDA, flat-surface estimate: -0.2019 eV
PBE direct/flat ratio: 0.1668
AM05-LDA, same void density: 0.1935 eV
AM05-LDA, flat-surface estimate: 0.0695 eV
Double-volume void, PBE-LDA: -0.0875 eV
Double-volume direct/flat ratio: 0.2731
PBE-LDA in 8-atom-volume cell: -0.0309 eV
Perfect-cell sampling error: -0.0787 eV
LDA formation change, lattice +1%, small cell: 0.0139 eV
Temperature: 400 K
Entropy-term scale, one kBT: 0.0345 eV
Vacancy concentration ratio PBE/LDA: 2.77
```
